**Surface-temperature deficit caused by exponential absorption**

For a constant absorbed flux $I$, the surface of a half-space lies below the surface-absorption result by $(I/\alpha K)[1-e^{x^2}\operatorname{erfc}x]$, with $x=\alpha\sqrt{Dt}$, which tends to $I/(\alpha K)$. Here $\alpha$ is the absorption coefficient, $K$ the conductivity, $D$ the diffusivity and $t$ the time since the flux began. The program asserts that an implicit finite-volume heat solver agrees with the closed forms for the surface temperatures, the depth profile, the missing conducted flux and the deficit after the pulse. It also asserts the two-moment formula for a box-shaped deposit, the Gaussian convolution, the energy balance, the bounds on the rate of approach and the early-time limit. For the silicon example the limit is 53.3 K, and the deficit at the end of the 30 µs pulse is 50.4 K by both formula and solver. With temperature-dependent conductivity and absorption the solver gives 49.3 K, the net result of two larger opposing shifts. The output also sizes gradual turn-on, finite spot, wafer thickness, radiation, carrier energy transport and the margin below melting.

## Program and output

```python
"""
Heating of a half-space by a constant absorbed flux with exponential absorption.

Result under test: while the flux is on, the surface is cooler than it would be
if all light were absorbed at the surface itself, by
    deficit = flux/(alpha*K) * (1 - exp(x^2) erfc(x)),   x = alpha*sqrt(D*t),
which tends to flux/(alpha*K) when x is large.

Symbols: K conductivity, C heat capacity per volume, D = K/C diffusivity,
alpha absorption coefficient, flux absorbed power per area, t time, z depth.
Internal units: cm, s, W, J, K.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erfc, erfcx

# Rough typical values: hot, heavily p-doped silicon under a CO2 laser
K = 0.30
C = 2.1
alpha = 5.0e3
flux = 8.0e4
pulse = 30e-6
start = 700.0
doping = 2.0e19
melting = 1690.0
spot_radius = 0.1
wafer = 775e-4
turn_on = 5e-6
carrier_diffusivity = 5.0
energy_relaxation = 1e-12

D = K / C
limit = flux / (alpha * K)
root_pi = np.sqrt(np.pi)


# ---------- closed forms ----------
def surface_absorption_rise(z, t):
    length = np.sqrt(D * t)
    y = z / (2 * length)
    return 2 * flux * length / K * (np.exp(-y**2) / root_pi - y * erfc(y))


def relaxing_part(z, t):
    length = np.sqrt(D * t)
    x, y = alpha * length, z / (2 * length)
    return 0.5 * limit * np.exp(-y**2) * (erfcx(x - y) + erfcx(x + y))


def volume_absorption_rise(z, t):
    return (surface_absorption_rise(z, t) - limit * np.exp(-alpha * z)
            + relaxing_part(z, t))


def deficit_on(t):
    return limit * (1 - erfcx(alpha * np.sqrt(D * t)))


# ---------- independent finite-volume heat solver ----------
cells = 400
stretch, depth = 5e-4, 250e-4
faces = stretch * np.sinh(np.linspace(0, np.arcsinh(depth / stretch), cells + 1))
width = np.diff(faces)
half = width / 2
centres = faces[:-1] + half


def constant_K(T):
    return np.full_like(T, K)


def falling_K(T):
    return K * 1000.0 / T


def beer(alpha_of_T):
    def fractions(T):
        optical = np.concatenate(([0.0], np.cumsum(alpha_of_T(T) * width)))
        return -np.diff(np.exp(-optical))
    return fractions


def constant_alpha(T):
    return np.full_like(T, alpha)


def intrinsic_density(T):
    # rough fit for silicon, per cm3
    return 5.3e19 * (T / 300.0)**2.5 * np.exp(-6700.0 / T)


def rising_alpha(T):
    # absorption proportional to electrons plus holes
    return alpha * np.sqrt(1 + (2 * intrinsic_density(T) / doping)**2)


at_surface = np.zeros(cells)
at_surface[0] = 1.0
box_depth = 4e-4
in_box = np.diff(np.minimum(faces, box_depth)) / box_depth


def march(segments, conductivity, fractions, surface_source=False, steps=2500):
    """Implicit march; returns (surface temperature, profile) per segment."""
    T = np.full(cells, start)
    records = []
    for duration, power in segments:
        for dt in np.diff(duration * np.linspace(0, 1, steps + 1)**2):
            k = conductivity(T)
            g = 1 / (half[:-1] / k[:-1] + half[1:] / k[1:])
            bands = np.zeros((3, cells))
            bands[1] = C * width / dt
            bands[1, :-1] += g
            bands[1, 1:] += g
            bands[0, 1:] = -g
            bands[2, :-1] = -g
            rhs = C * width / dt * T + power * fractions(T)
            T = solve_banded((1, 1), bands, rhs, check_finite=False)
        top = T[0]
        if surface_source:
            top += power * half[0] / conductivity(T)[0]
        records.append((top, T.copy()))
    return records


on_off = [(pulse, flux), (pulse, 0.0)]
on = [(pulse, flux)]
run_S = march(on_off, constant_K, lambda T: at_surface, True)
run_V = march(on_off, constant_K, beer(constant_alpha))
run_box = march(on, constant_K, lambda T: in_box)

# ---------- tests ----------
rise_S = surface_absorption_rise(0.0, pulse)
rise_V = volume_absorption_rise(0.0, pulse)
deficit = deficit_on(pulse)
solver_deficit = run_S[0][0] - run_V[0][0]
assert abs(run_S[0][0] - start - rise_S) < 0.5   # first-order time stepping
assert abs(run_V[0][0] - start - rise_V) < 0.5
assert abs(solver_deficit - deficit) < 0.1
profile_error = np.max(np.abs(run_V[0][1] - start
                              - volume_absorption_rise(centres, pulse)))
assert profile_error < 0.5

# spreading of an exponential profile, by direct Gaussian convolution
diffusion_length = np.sqrt(D * pulse)
x_end = alpha * diffusion_length
for scaled_depth in (0.0, 1.0, 5.0, 20.0):
    def integrand(v):
        a = (scaled_depth - v) / (2 * x_end)
        b = (scaled_depth + v) / (2 * x_end)
        return np.exp(-v) * (np.exp(-a * a) + np.exp(-b * b))
    direct = limit * quad(integrand, 0, 60, limit=200)[0] / (2 * x_end * root_pi)
    assert abs(direct / relaxing_part(scaled_depth / alpha, pulse) - 1) < 1e-7

# stored heat equals absorbed energy
stored = C * quad(lambda s: volume_absorption_rise(s * diffusion_length, pulse),
                  0, 12, limit=300, points=[0.1, 0.5, 2])[0] * diffusion_length
assert abs(stored / (flux * pulse) - 1) < 1e-6

# bounds that fix the rate of approach
for x in (1.0, 3.0, 10.0, 100.0):
    upper = 1 / (x * root_pi)
    value = 2 / root_pi * quad(lambda s: np.exp(-2 * x * s - s * s), 0, 40 / x)[0]
    assert abs(value / erfcx(x) - 1) < 1e-7
    assert upper * (1 - 1 / (2 * x * x)) < value < upper

# early time: heating without conduction
early = (0.01 / alpha)**2 / D
early_ratio = volume_absorption_rise(0.0, early) / (alpha * flux * early / C)
assert abs(early_ratio - 1) < 0.01

# conducted flux missing near one absorption length
gap = run_S[0][1] - run_V[0][1]
j = int(np.argmin(np.abs(faces - 1 / alpha)))
missing = -K * (gap[j] - gap[j - 1]) / (centres[j] - centres[j - 1])
missing_formula = flux * np.exp(-alpha * faces[j])
assert abs(missing / missing_formula - 1) < 0.01

# uniform deposition in a box with the same mean depth
box_deficit = run_S[0][0] - run_box[0][0]
box_formula = flux / K * (box_depth / 2
                          - box_depth**2 / 3 / (2 * root_pi * diffusion_length))
assert abs(box_deficit - box_formula) < 0.1

# after the pulse
after_formula = deficit_on(2 * pulse) - deficit_on(pulse)
after_solver = run_S[1][0] - run_V[1][0]
assert abs(after_solver - after_formula) < 0.1

# ---------- neglected effects ----------
S_fallK = march(on, falling_K, lambda T: at_surface, True)[0][0]
V_fallK = march(on, falling_K, beer(constant_alpha))[0][0]
V_risea = march(on, constant_K, beer(rising_alpha))[0][0]
V_both = march(on, falling_K, beer(rising_alpha))[0][0]
assert max(S_fallK, V_fallK, V_risea, V_both, start + rise_S) < melting

ramp_deficit = quad(lambda s: deficit_on(pulse - s), 0, turn_on)[0] / turn_on
ramp_rise = quad(lambda s: volume_absorption_rise(0.0, pulse - s),
                 0, turn_on)[0] / turn_on
spot_rise = flux / C * quad(
    lambda s: 2 / np.sqrt(np.pi * D) / (1 + 4 * D * s * s / spot_radius**2),
    0, np.sqrt(pulse))[0]
radiated = constants.Stefan_Boltzmann * (start + rise_V)**4 * 1e-4
carrier_length = np.sqrt(carrier_diffusivity * energy_relaxation)
t90 = brentq(lambda t: deficit_on(t) / limit - 0.9, 1e-8, 1e-2)

# ---------- output ----------
print("INPUTS (rough typical values)")
print(f"conductivity K = {K:.2f} W/(cm K)")
print(f"heat capacity C = {C:.1f} J/(cm3 K)")
print(f"absorption coefficient = {alpha:.0f} /cm")
print(f"absorbed flux = {flux/1e3:.0f} kW/cm2")
print(f"pulse length = {pulse*1e6:.0f} us")
print(f"starting temperature = {start:.0f} K")
print(f"doping = {doping:.1e} /cm3")
print("MAIN RESULTS")
print(f"absorbed fluence = {flux*pulse:.2f} J/cm2")
print(f"diffusivity D = {D:.4f} cm2/s")
print(f"absorption length = {1e4/alpha:.2f} um")
print(f"diffusion length sqrt(Dt) = {diffusion_length*1e4:.2f} um")
print(f"x = alpha sqrt(Dt) = {x_end:.3f}")
print(f"exp(x^2) erfc(x) = {erfcx(x_end):.5f}")
print(f"1/(x sqrt(pi)) = {1/(x_end*root_pi):.5f}")
print(f"surface-absorption rise = {rise_S:.2f} K")
print(f"volume-absorption rise = {rise_V:.2f} K")
print(f"limit flux/(alpha K) = {limit:.2f} K")
print(f"deficit at pulse end = {deficit:.2f} K")
print(f"final T, surface absorption = {start+rise_S:.1f} K")
print(f"final T, volume absorption = {start+rise_V:.1f} K")
for t in (0.3e-6, 3e-6, 300e-6):
    print(f"deficit/limit at {t*1e6:.1f} us = {deficit_on(t)/limit:.4f}")
print(f"time to 90% of limit = {t90*1e6:.2f} us")
print("SOLVER CHECKS")
print(f"solver rise, surface absorption = {run_S[0][0]-start:.2f} K")
print(f"solver rise, volume absorption = {run_V[0][0]-start:.2f} K")
print(f"solver deficit = {solver_deficit:.2f} K")
print(f"largest profile error = {profile_error:.3f} K")
print(f"missing flux at {faces[j]*1e4:.3f} um: solver = {missing/1e3:.3f} kW/cm2")
print(f"missing flux there, formula = {missing_formula/1e3:.3f} kW/cm2")
print(f"box {box_depth*1e4:.0f} um deep: solver deficit = {box_deficit:.2f} K")
print(f"box: two-moment formula = {box_formula:.2f} K")
print(f"deficit {pulse*1e6:.0f} us after pulse, formula = {after_formula:.3f} K")
print(f"deficit then, solver = {after_solver:.3f} K")
print("NEGLECTED EFFECTS")
print(f"K(T) = {K:.2f}*(1000 K/T): final T surface abs. = {S_fallK:.1f} K")
print(f"K(T) only: final T volume abs. = {V_fallK:.1f} K")
print(f"K(T) only: deficit = {S_fallK-V_fallK:.1f} K")
print(f"alpha(T) only: deficit = {run_S[0][0]-V_risea:.1f} K")
print(f"K(T) and alpha(T): final T volume abs. = {V_both:.1f} K")
print(f"K(T) and alpha(T): deficit = {S_fallK-V_both:.1f} K")
print(f"alpha(T)/alpha at final T = "
      f"{rising_alpha(start+rise_V)/alpha:.2f}")
print(f"{turn_on*1e6:.0f} us linear turn-on: rise = {ramp_rise:.1f} K")
print(f"{turn_on*1e6:.0f} us linear turn-on: deficit = {ramp_deficit:.2f} K")
print(f"Gaussian spot, 1/e radius {spot_radius*10:.0f} mm: "
      f"rise lowered by {rise_S-spot_rise:.2f} K")
print(f"wafer {wafer*1e4:.0f} um / diffusion length = {wafer/diffusion_length:.1f}")
print(f"black-body radiation at final T = {radiated:.1f} W/cm2")
print(f"carrier energy transport length = {carrier_length*1e7:.0f} nm")
print(f"margin below melting (rough {melting:.0f} K) = "
      f"{melting-start-rise_V:.0f} K")
print("checks complete")
```

It prints:

```
INPUTS (rough typical values)
conductivity K = 0.30 W/(cm K)
heat capacity C = 2.1 J/(cm3 K)
absorption coefficient = 5000 /cm
absorbed flux = 80 kW/cm2
pulse length = 30 us
starting temperature = 700 K
doping = 2.0e+19 /cm3
MAIN RESULTS
absorbed fluence = 2.40 J/cm2
diffusivity D = 0.1429 cm2/s
absorption length = 2.00 um
diffusion length sqrt(Dt) = 20.70 um
x = alpha sqrt(Dt) = 10.351
exp(x^2) erfc(x) = 0.05426
1/(x sqrt(pi)) = 0.05451
surface-absorption rise = 622.92 K
volume-absorption rise = 572.48 K
limit flux/(alpha K) = 53.33 K
deficit at pulse end = 50.44 K
final T, surface absorption = 1322.9 K
final T, volume absorption = 1272.5 K
deficit/limit at 0.3 us = 0.5818
deficit/limit at 3.0 us = 0.8348
deficit/limit at 300.0 us = 0.9828
time to 90% of limit = 8.64 us
SOLVER CHECKS
solver rise, surface absorption = 622.89 K
solver rise, volume absorption = 572.44 K
solver deficit = 50.44 K
largest profile error = 0.036 K
missing flux at 2.008 um: solver = 29.298 kW/cm2
missing flux there, formula = 29.319 kW/cm2
box 4 um deep: solver deficit = 51.40 K
box: two-moment formula = 51.40 K
deficit 30 us after pulse, formula = 0.843 K
deficit then, solver = 0.843 K
NEGLECTED EFFECTS
K(T) = 0.30*(1000 K/T): final T surface abs. = 1342.6 K
K(T) only: final T volume abs. = 1278.3 K
K(T) only: deficit = 64.3 K
alpha(T) only: deficit = 38.5 K
K(T) and alpha(T): final T volume abs. = 1293.4 K
K(T) and alpha(T): deficit = 49.3 K
alpha(T)/alpha at final T = 1.42
5 us linear turn-on: rise = 545.9 K
5 us linear turn-on: deficit = 50.31 K
Gaussian spot, 1/e radius 1 mm: rise lowered by 0.36 K
wafer 775 um / diffusion length = 37.4
black-body radiation at final T = 14.9 W/cm2
carrier energy transport length = 22 nm
margin below melting (rough 1690 K) = 418 K
checks complete
```
